# Optical Bloch Equations, Saturation and Power Broadening of a Driven Emitter: test program

```python
"""Steady state of a driven, spontaneously decaying two-level emitter.

Result under test: excited population = s / (2 (1 + s)), with
    s = s0 / (1 + (detuning/gamma)^2),   s0 = rabi^2 / (decay * gamma),
and full width at half maximum = 2 gamma sqrt(1 + s0).
decay    : spontaneous emission rate of the excited population
dephasing: extra decay rate of the coherence from random phase kicks
gamma    : total coherence decay rate, decay/2 + dephasing
rabi     : transition dipole times field amplitude (hbar = 1)
detuning : drive frequency minus transition frequency
For dephasing = 0: s0 = 2 rabi^2/decay^2 and width = decay sqrt(1 + s0).
Basis order: ground, excited. Density matrices are flattened by rows.
Model tests use decay = 1; the worked example uses eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm
from scipy.optimize import brentq

LOWER = np.array([[0, 1], [0, 0]], dtype=complex)   # |g><e|
RAISE = LOWER.conj().T
EXCITED = RAISE @ LOWER
ONE = np.eye(2)
BIN_TIME = 1e-3                                     # in units of 1/decay


def population_formula(rabi, detuning, dephasing=0.0):
    gamma = 0.5 + dephasing
    s = rabi**2 / gamma / (1 + (detuning / gamma)**2)
    return s / (2 * (1 + s))


def encounter_map(rabi, detuning, dephasing=0.0):
    """One short unitary encounter with a fresh vacuum bin, bin traced out,
    followed by a random phase kick of either sign."""
    h_emitter = -detuning * EXCITED - 0.5 * rabi * (LOWER + RAISE)
    exchange = np.kron(RAISE, LOWER) + np.kron(LOWER, RAISE)
    generator = (BIN_TIME * np.kron(h_emitter, ONE)
                 + np.sqrt(BIN_TIME) * exchange)
    unitary = expm(-1j * generator).reshape(2, 2, 2, 2)
    step = np.zeros((4, 4), dtype=complex)
    for photons in (0, 1):
        kraus = unitary[:, photons, :, 0]
        step += np.kron(kraus, kraus.conj())
    angle = np.sqrt(2 * dephasing * BIN_TIME)
    kick = np.zeros((4, 4), dtype=complex)
    for sign in (1, -1):
        phase = np.diag([1, np.exp(1j * sign * angle)])
        kick += 0.5 * np.kron(phase, phase.conj())
    return kick @ step


def fixed_point(step):
    """Density matrix of unit trace left unchanged by the map."""
    matrix = step - np.eye(4)
    matrix[0] = [1, 0, 0, 1]
    return np.linalg.solve(matrix, np.array([1, 0, 0, 0], dtype=complex))


def population_from_encounters(rabi, detuning, dephasing=0.0):
    return fixed_point(encounter_map(rabi, detuning, dephasing))[3].real


def width_from_encounters(rabi, dephasing=0.0):
    half = 0.5 * population_from_encounters(rabi, 0.0, dephasing)
    return 2 * brentq(
        lambda x: population_from_encounters(rabi, x, dephasing) - half,
        0.0, 60.0, xtol=1e-8)


def bloch_solution(rabi, detuning, dephasing, time, start_population):
    """Optical Bloch equations for (Re rho_eg, Im rho_eg, rho_ee, 1)."""
    gamma = 0.5 + dephasing
    matrix = np.array([[-gamma, -detuning, 0, 0],
                       [detuning, -gamma, -rabi, rabi / 2],
                       [0, rabi, -1, 0],
                       [0, 0, 0, 0]], dtype=float)
    return expm(matrix * time) @ np.array([0, 0, start_population, 1.0])


# --- Amplitude decay from an explicit set of one-photon states ---
def amplitude_error(half_band):
    spacing = 0.1
    count = int(round(half_band / spacing))
    modes = spacing * np.arange(-count, count + 1)
    hamiltonian = np.diag(np.concatenate(([0.0], modes)))
    hamiltonian[0, 1:] = hamiltonian[1:, 0] = np.sqrt(spacing / (2 * np.pi))
    energies, vectors = np.linalg.eigh(hamiltonian)
    times = np.linspace(0.5, 6, 23)
    amplitude = np.exp(-1j * np.outer(times, energies)) @ vectors[0]**2
    return np.max(np.abs(amplitude - np.exp(-times / 2)))


error_narrow, error_wide = amplitude_error(30), amplitude_error(60)
assert error_wide < 0.01
assert error_wide < 0.7 * error_narrow

# --- Worked emitter: spontaneous rate, checked by counting box modes ---
HARTREE = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
LIGHT = 1 / const.fine_structure
gap_ev, dipole_ea = 2.0, 1.0
gap, dipole = gap_ev / HARTREE, dipole_ea / BOHR
decay_au = 4 * gap**3 * dipole**2 / (3 * LIGHT**3)
decay_ev = decay_au * HARTREE

shell, half_shell = 50, 2
box = 2 * np.pi * LIGHT * shell / gap
axis = np.arange(-shell - half_shell, shell + half_shell + 1)
grid = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
grid = grid.reshape(-1, 3)
length = np.sqrt(np.sum(grid**2, axis=1))
chosen = np.abs(length - shell) < half_shell
waves, length = grid[chosen].astype(float), length[chosen]
polar_1 = np.cross(waves, np.array([1, np.sqrt(2), np.sqrt(3)]))
polar_1 /= np.linalg.norm(polar_1, axis=1)[:, None]
polar_2 = np.cross(waves, polar_1) / length[:, None]
mode_energy = 2 * np.pi * LIGHT * length / box
coupling_sq = (2 * np.pi * mode_energy * dipole**2 / box**3
               * (polar_1[:, 2]**2 + polar_2[:, 2]**2))
window = 2 * half_shell * 2 * np.pi * LIGHT / box
decay_counted_ev = 2 * np.pi * coupling_sq.sum() / window * HARTREE
assert abs(decay_counted_ev / decay_ev - 1) < 0.01


# --- Rotating-wave step against the full oscillating drive ---
def lab_frame_population(drive, rabi, detuning, steps=400):
    """Period average of the excited population, nothing dropped."""
    dissipator = (np.kron(LOWER, LOWER.conj())
                  - 0.5 * (np.kron(EXCITED, ONE) + np.kron(ONE, EXCITED.T)))
    dt = 2 * np.pi / drive / steps
    pieces, period = [], np.eye(4, dtype=complex)
    for n in range(steps):
        field = np.cos(drive * (n + 0.5) * dt)
        h = (drive - detuning) * EXCITED - rabi * field * (LOWER + RAISE)
        liouville = -1j * (np.kron(h, ONE) - np.kron(ONE, h.T)) + dissipator
        pieces.append(expm(liouville * dt))
        period = pieces[-1] @ period
    state, total = fixed_point(period), 0.0
    for piece in pieces:
        total += state[3].real
        state = piece @ state
    return total / steps


rwa_value = population_formula(1.5, 0.5)
rwa_error_50 = abs(lab_frame_population(50.0, 1.5, 0.5) - rwa_value)
rwa_error_200 = abs(lab_frame_population(200.0, 1.5, 0.5) - rwa_value)
assert rwa_error_50 < 0.01
assert rwa_error_200 < 0.4 * rwa_error_50

# --- Bloch equations in time against repeated vacuum encounters ---
trajectory_error = 0.0
for rabi, detuning, dephasing in [(5, 1, 0), (1, -2, 0), (3, 0.7, 0.6)]:
    block = np.linalg.matrix_power(
        encounter_map(rabi, detuning, dephasing), 250)
    for start in (0.0, 1.0):
        state = np.array([1 - start, 0, 0, start], dtype=complex)
        for n in range(1, 25):
            state = block @ state
            x, y, p, _ = bloch_solution(rabi, detuning, dephasing,
                                        250 * n * BIN_TIME, start)
            trajectory_error = max(trajectory_error, abs(state[3] - p),
                                   abs(state[2] - (x + 1j * y)))
assert trajectory_error < 3e-3      # finite bin time

# Two opposite starts must end in the same steady state
late_ground = bloch_solution(3, 0.7, 0, 40, 0.0)
late_excited = bloch_solution(3, 0.7, 0, 40, 1.0)
assert np.allclose(late_ground, late_excited, atol=1e-7)
assert abs(late_ground[2] - population_formula(3, 0.7)) < 1e-7

# --- Steady population over drive, detuning and dephasing ---
steady_error = 0.0
for rabi in (0.2, 1.0, 4.0, 10.0):
    for detuning in (-3.0, 0.0, 0.8):
        for dephasing in (0.0, 1.0):
            found = population_from_encounters(rabi, detuning, dephasing)
            expected = population_formula(rabi, detuning, dephasing)
            steady_error = max(steady_error, abs(found - expected))
            assert found < 0.5
assert steady_error < 2e-3          # finite bin time

# --- Saturation and power broadening ---
table = []
for s0 in (0.1, 1.0, 10.0, 100.0):
    rabi = np.sqrt(s0 / 2)
    peak = population_from_encounters(rabi, 0.0)
    width = width_from_encounters(rabi)
    assert abs(peak - s0 / (2 * (1 + s0))) < 2e-3
    assert abs(width / np.sqrt(1 + s0) - 1) < 5e-3
    table.append((s0, rabi * decay_ev, peak, s0 / (2 * (1 + s0)),
                  width * decay_ev, np.sqrt(1 + s0) * decay_ev))

# Same field as s0 = 1, now with dephasing equal to the decay rate
dephased_s0 = 0.5 / 1.5
dephased_width = width_from_encounters(np.sqrt(0.5), 1.0)
dephased_peak = population_from_encounters(np.sqrt(0.5), 0.0, 1.0)
assert abs(dephased_width / (3 * np.sqrt(1 + dephased_s0)) - 1) < 5e-3

# --- Transient above one half for resonant s0 = 100 ---
times = np.linspace(0, 2, 801)
strong = np.sqrt(50.0)
transient = [bloch_solution(strong, 0, 0, t, 0.0)[2] for t in times]
top = int(np.argmax(transient))
settled = bloch_solution(strong, 0, 0, 40, 0.0)[2]
assert transient[top] > 0.5 > settled

# --- Single worked point ---
field, offset_ev = 3e-8, 2e-8
rabi_ev = dipole_ea * field
s0_point = 2 * (rabi_ev / decay_ev)**2
s_point = s0_point / (1 + 4 * (offset_ev / decay_ev)**2)
pop_point = s_point / (2 * (1 + s_point))
pop_point_check = population_from_encounters(rabi_ev / decay_ev,
                                             offset_ev / decay_ev)
assert abs(pop_point - pop_point_check) < 2e-3
lifetime_ns = const.hbar / (decay_ev * const.e) * 1e9
field_sat = decay_ev / np.sqrt(2) / dipole_ea

print("MODEL EMITTER")
print(f"transition energy: {gap_ev:.3f} eV")
print(f"transition dipole: {dipole_ea:.3f} e*angstrom")
print(f"decay rate (hbar*Gamma), formula: {decay_ev:.4e} eV")
print(f"decay rate, counted box modes: {decay_counted_ev:.4e} eV")
print(f"lifetime 1/Gamma: {lifetime_ns:.2f} ns")
print(f"field amplitude for s0 = 1: {field_sat:.4e} V/angstrom")
print("WORKED POINT")
print(f"field amplitude: {field:.2e} V/angstrom")
print(f"detuning: {offset_ev:.2e} eV")
print(f"Rabi energy: {rabi_ev:.2e} eV")
print(f"Rabi energy / transition energy: {rabi_ev / gap_ev:.2e}")
print(f"s0: {s0_point:.4f} (no unit)")
print(f"s: {s_point:.4f} (no unit)")
print(f"excited population, formula: {pop_point:.4f}")
print(f"excited population, encounters: {pop_point_check:.4f}")
print(f"line width at this field: "
      f"{decay_ev * np.sqrt(1 + s0_point):.4e} eV")
print("RESONANT POPULATION AND FULL WIDTH (encounters | formula)")
for s0, rabi, peak, peak_f, width, width_f in table:
    print(f"s0={s0:g}: Rabi {rabi:.3e} eV; pop {peak:.4f} | {peak_f:.4f}; "
          f"width {width:.3e} | {width_f:.3e} eV")
print("DEPHASING RATE = DECAY RATE, FIELD AS FOR RADIATIVE s0 = 1")
print(f"s0: {dephased_s0:.4f}; resonant population: {dephased_peak:.4f}")
print(f"full width: {dephased_width * decay_ev:.4e} eV")
print("TRANSIENT, RESONANT, s0 = 100, START IN GROUND STATE")
print(f"largest population: {transient[top]:.4f} "
      f"at Gamma*t = {times[top]:.3f}")
print(f"settled population: {settled:.4f}")
print("TEST DEVIATIONS (no unit)")
print(f"amplitude decay, half band 30 Gamma: {error_narrow:.2e}")
print(f"amplitude decay, half band 60 Gamma: {error_wide:.2e}")
print(f"rotating wave, drive 50 Gamma: {rwa_error_50:.2e}")
print(f"rotating wave, drive 200 Gamma: {rwa_error_200:.2e}")
print(f"Bloch trajectories: {trajectory_error:.2e}")
print(f"steady populations: {steady_error:.2e}")
print("success")
```

Printed output:

```
MODEL EMITTER
transition energy: 2.000 eV
transition dipole: 1.000 e*angstrom
decay rate (hbar*Gamma), formula: 1.9990e-08 eV
decay rate, counted box modes: 2.0054e-08 eV
lifetime 1/Gamma: 32.93 ns
field amplitude for s0 = 1: 1.4135e-08 V/angstrom
WORKED POINT
field amplitude: 3.00e-08 V/angstrom
detuning: 2.00e-08 eV
Rabi energy: 3.00e-08 eV
Rabi energy / transition energy: 1.50e-08
s0: 4.5043 (no unit)
s: 0.9002 (no unit)
excited population, formula: 0.2369
excited population, encounters: 0.2368
line width at this field: 4.6900e-08 eV
RESONANT POPULATION AND FULL WIDTH (encounters | formula)
s0=0.1: Rabi 4.470e-09 eV; pop 0.0454 | 0.0455; width 2.097e-08 | 2.097e-08 eV
s0=1: Rabi 1.414e-08 eV; pop 0.2500 | 0.2500; width 2.827e-08 | 2.827e-08 eV
s0=10: Rabi 4.470e-08 eV; pop 0.4545 | 0.4545; width 6.630e-08 | 6.630e-08 eV
s0=100: Rabi 1.414e-07 eV; pop 0.4950 | 0.4950; width 2.009e-07 | 2.009e-07 eV
DEPHASING RATE = DECAY RATE, FIELD AS FOR RADIATIVE s0 = 1
s0: 0.3333; resonant population: 0.1250
full width: 6.9254e-08 eV
TRANSIENT, RESONANT, s0 = 100, START IN GROUND STATE
largest population: 0.8497 at Gamma*t = 0.445
settled population: 0.4950
TEST DEVIATIONS (no unit)
amplitude decay, half band 30 Gamma: 6.75e-03
amplitude decay, half band 60 Gamma: 2.93e-03
rotating wave, drive 50 Gamma: 2.41e-03
rotating wave, drive 200 Gamma: 5.98e-04
Bloch trajectories: 1.38e-04
steady populations: 3.33e-05
success
```
